# Inverse Cholesky and Löwdin Factors of a Banded Overlap: a program that tests the result

```python
"""
Result under test: S-orthogonalizing unit vectors (AINV) gives the inverse
Cholesky factor Z, with Z^T S Z = 1 and Z upper triangular. For a banded
overlap S, Z and the Loewdin factor S^(-1/2) obey decay bounds with the same
exponential rate. Their sparsity is compared by threshold and by accuracy.

Symbols: m half-bandwidth of S; [a, b] spectral interval; kappa = b/a;
q = (sqrt(kappa)-1)/(sqrt(kappa)+1); s neighbour overlap of a uniform chain;
r its decay factor per site; c = s/r; w retained half-width of a factor.
All quantities are dimensionless.
"""
import numpy as np
from scipy.linalg import cholesky, solve_triangular
from scipy.special import binom


def ainv(S, drop=0.0, stabilized=False):
    """Return normalized Z, pivots, updated entries, most columns per stage."""
    n = len(S)
    Z = np.eye(n)
    pivots = np.empty(n)
    work = 0
    most_columns = 0
    for i in range(n):
        row = S @ Z[:, i] if stabilized else S[i]
        p = row @ Z[:, i:]
        pivots[i] = p[0]
        later = i + 1 + np.flatnonzero(p[1:])
        most_columns = max(most_columns, len(later))
        for j in later:
            Z[:, j] -= p[j - i] / p[0] * Z[:, i]
            work += np.count_nonzero(Z[:, i])
            if drop > 0:
                Z[np.abs(Z[:, j]) < drop, j] = 0.0
    return Z / np.sqrt(pivots), pivots, work, most_columns


def loewdin(S):
    values, vectors = np.linalg.eigh(S)
    return (vectors / np.sqrt(values)) @ vectors.T


def residual(X, S):
    error = X.T @ S @ X - np.eye(len(S))
    return np.max(np.abs(np.linalg.eigvalsh((error + error.T) / 2)))


def chain(n, s):
    return np.eye(n) + s * (np.eye(n, k=1) + np.eye(n, k=-1))


def distances(n):
    index = np.arange(n)
    return np.abs(index[:, None] - index[None, :])


def check_decay_bounds(S, m, Z, X):
    values = np.linalg.eigvalsh(S)
    a, b = values[0], values[-1]
    root = np.sqrt(b / a)
    q = (root - 1) / (root + 1)
    envelope = q ** ((distances(len(S)) + m - 1) // m)
    # The absolute allowance covers double-precision rounding in far elements.
    assert np.all(np.abs(Z) <= (1/a + 1/np.sqrt(a*b)) * envelope + 1e-13)
    assert np.all(np.abs(X) <= 2/np.sqrt(a) * envelope + 1e-13)
    return a, b, q


# General statements on a disordered pentadiagonal overlap
rng = np.random.default_rng(7)
n_test, m_test = 60, 2
S_test = np.eye(n_test)
for offset in (1, 2):
    band = rng.uniform(-0.24, 0.24, n_test - offset)
    S_test += np.diag(band, offset) + np.diag(band, -offset)
Z_test, _, _, columns_test = ainv(S_test)
L_test = cholesky(S_test, lower=True)
Z_reference = solve_triangular(L_test, np.eye(n_test), lower=True).T
error_cholesky = np.max(np.abs(Z_test - Z_reference))
assert error_cholesky < 1e-12
assert columns_test == m_test
assert np.allclose(ainv(S_test, stabilized=True)[0], Z_test, atol=1e-12)
for size in (1, 2, 17, 60):
    unit = np.zeros(size)
    unit[-1] = 1.0
    column = np.linalg.solve(S_test[:size, :size], unit)
    assert column[-1] >= 1 - 1e-12
    assert np.allclose(Z_test[:size, size-1], column/np.sqrt(column[-1]),
                       atol=1e-12)
X_test = loewdin(S_test)
a_test, b_test, q_test = check_decay_bounds(S_test, m_test, Z_test, X_test)

# Integral for the Loewdin factor, with t = tan(angle)
points = 80
X_integral = np.zeros_like(S_test)
for angle in (np.arange(points) + 0.5) * np.pi / (2 * points):
    X_integral += np.linalg.inv(np.cos(angle)**2 * S_test
                                + np.sin(angle)**2 * np.eye(n_test)) / points
assert np.allclose(X_integral, X_test, atol=1e-11)

# Chebyshev expansion of the reciprocal
x = np.linspace(a_test, b_test, 31)
y = np.clip((2*x - a_test - b_test) / (b_test - a_test), -1, 1)
coefficients = 2 * (-q_test) ** np.arange(150)
coefficients[0] = 1
series = np.polynomial.chebyshev.chebval(y, coefficients)
assert np.allclose(series / np.sqrt(a_test*b_test), 1/x, rtol=1e-11)

# Uniform chain: exact elements and bulk limits
s, n, threshold = 0.4, 200, 1e-6
gap = np.sqrt(1 - 4*s*s)
r = (1 - gap) / (2*s)
c = s / r
S = chain(n, s)
Z, pivots, work_full, _ = ainv(S)
X = loewdin(S)
a, b, q = check_decay_bounds(S, 1, Z, X)
order = np.arange(n + 1)
D = (((1+gap)/2)**(order+1) - ((1-gap)/2)**(order+1)) / gap
for size in (1, 2, 5, 20):
    assert np.isclose(np.linalg.det(S[:size, :size]), D[size], rtol=1e-11)
Z_formula = np.zeros_like(Z)
for j in range(n):
    i = np.arange(j + 1)
    Z_formula[i, j] = (-s)**(j-i) * D[i] / np.sqrt(D[j]*D[j+1])
assert np.allclose(Z, Z_formula, atol=1e-12)

middle = n // 2
terms = np.arange(150)
central = binom(2*terms, terms) / 4.0**terms * (-r)**terms
bulk = []
for k in (0, 1, 2, 5, 10, 20):
    z_value, x_value = Z[middle-k, middle], X[middle-k, middle]
    assert np.isclose(z_value, (-r)**k/np.sqrt(c), rtol=1e-9)
    x_series = np.sum(central[:100] * central[k:100+k]) / np.sqrt(c)
    assert np.isclose(x_value, x_series, rtol=1e-7)
    bulk.append((k, z_value, x_value))
x_asymptotic = (-r)**20 / np.sqrt(np.pi*20*c*(1-r*r))
assert abs(X[middle-20, middle]/x_asymptotic - 1) < 0.02

# Equal element threshold
Z_cut = np.where(np.abs(Z) > threshold, Z, 0)
X_cut = np.where(np.abs(X) > threshold, X, 0)
count_Z, count_X = np.count_nonzero(Z_cut), np.count_nonzero(X_cut)
unique_X = np.count_nonzero(np.triu(X_cut))
column_Z = np.count_nonzero(Z_cut[:, middle])
column_X = np.count_nonzero(X_cut[:, middle])
assert count_Z < count_X and unique_X < count_Z

# Equal accuracy after cutting at a half-width
separation = distances(n)


def cut_residual(factor, width):
    return residual(np.where(separation <= width, factor, 0), S)


def smallest_width(factor, target):
    for width in range(50):
        error = cut_residual(factor, width)
        if error <= target:
            return width, error
    raise RuntimeError("target not reached")


for width in (2, 5, 10, 20):
    limit = 2*r**(width+1) + r**(2*width+2)
    assert cut_residual(Z, width) <= limit + 1e-13
error_10 = cut_residual(Z, 10)
limit_10 = 2*r**11 + r**22
assert error_10 > 0.95 * limit_10
width_Z, error_Z = smallest_width(Z, threshold)
width_X, error_X = smallest_width(X, threshold)
assert width_X <= width_Z
assert width_Z + 1 < 0.65 * (2*width_X + 1)

# Dropping during AINV and growth of the update work
Z_drop, pivots_drop, work_drop, _ = ainv(S, threshold, True)
S_large = chain(2*n, s)
work_full_large = ainv(S_large)[2]
Z_large, pivots_large, work_drop_large, _ = ainv(S_large, threshold, True)
assert pivots_drop.min() >= a
assert pivots_large.min() >= np.linalg.eigvalsh(S_large)[0]
assert residual(Z_drop, S) < 1e-5 and residual(Z_large, S_large) < 1e-5
assert work_full_large/work_full > 3.8
assert work_drop_large/work_drop < 2.2

# Odd-numbered sites first
permutation = np.r_[np.arange(0, n, 2), np.arange(1, n, 2)]
S_odd = S[np.ix_(permutation, permutation)]
Z_odd = ainv(S_odd)[0]
X_odd = loewdin(S_odd)
assert np.array_equal(Z_odd[:, :n//2], np.eye(n)[:, :n//2])
assert np.allclose(X_odd, X[np.ix_(permutation, permutation)], atol=1e-12)
assert residual(Z_odd, S_odd) < 1e-12
Z_odd_cut = np.where(np.abs(Z_odd) > threshold, Z_odd, 0)
count_odd = np.count_nonzero(Z_odd_cut)
count_X_odd = np.count_nonzero(np.abs(X_odd) > threshold)
assert count_odd < 0.7 * count_Z and count_X_odd == count_X

# Four-orbital illustration
S4 = chain(4, s)
Z4, pivots4, _, _ = ainv(S4)
X4 = loewdin(S4)
assert residual(Z4, S4) < 1e-13 and residual(X4, S4) < 1e-13

print("All values are dimensionless")
print(f"chain: s = {s}, r = {r:.6f}, c = {c:.6f}, n = {n}")
print(f"spectrum: a = {a:.6f}, b = {b:.6f}, q = {q:.6f}")
print("n=4 AINV pivots:", " ".join(f"{v:.6f}" for v in pivots4))
for i in range(4):
    print(f"n=4 Z row {i+1}:", " ".join(f"{v:.6f}" for v in Z4[i]))
for i in range(4):
    print(f"n=4 Loewdin row {i+1}:", " ".join(f"{v:.6f}" for v in X4[i]))
print("bulk elements: distance, Z, Loewdin, Loewdin/Z")
for k, z_value, x_value in bulk:
    print(f"{k:2d} {z_value:.6e} {x_value:.6e} {x_value/z_value:.5f}")
print(f"Loewdin asymptote at distance 20 = {x_asymptotic:.6e}")
print(f"element threshold and target residual = {threshold:.1e}")
print(f"elements above threshold: Z {count_Z}, Loewdin {count_X}")
print(f"Loewdin upper triangle above threshold = {unique_X}")
print(f"middle column above threshold: Z {column_Z}, Loewdin {column_X}")
print(f"threshold residual: Z {residual(Z_cut, S):.4e}, "
      f"Loewdin {residual(X_cut, S):.4e}")
print(f"Z residual at w=10: {error_10:.4e}, bound {limit_10:.4e}")
print(f"Z width for target = {width_Z}, residual = {error_Z:.4e}")
print(f"Loewdin width for target = {width_X}, residual = {error_X:.4e}")
print(f"bulk elements per column at target: Z {width_Z+1}, "
      f"Loewdin {2*width_X+1}")
print(f"AINV with dropping: elements {np.count_nonzero(Z_drop)}, "
      f"residual {residual(Z_drop, S):.4e}")
print(f"smallest pivot with dropping = {pivots_drop.min():.6f}")
print(f"updated entries, no dropping: n={n} {work_full}, "
      f"n={2*n} {work_full_large}")
print(f"updated entries, dropping: n={n} {work_drop}, "
      f"n={2*n} {work_drop_large}")
print(f"odd-first elements above threshold: Z {count_odd}, "
      f"Loewdin {count_X_odd}")
print(f"odd-first Z threshold residual = {residual(Z_odd_cut, S_odd):.4e}")
print(f"pentadiagonal test: n = {n_test}, a = {a_test:.5f}, "
      f"b = {b_test:.5f}, q = {q_test:.5f}")
print(f"largest AINV-Cholesky difference = {error_cholesky:.1e}")
print("all tests passed")
```

Running it gives:

```
All values are dimensionless
chain: s = 0.4, r = 0.500000, c = 0.800000, n = 200
spectrum: a = 0.200098, b = 1.799902, q = 0.499898
n=4 AINV pivots: 1.000000 0.840000 0.809524 0.802353
n=4 Z row 1: 1.000000 -0.436436 0.211702 -0.105072
n=4 Z row 2: 0.000000 1.091089 -0.529256 0.262681
n=4 Z row 3: 0.000000 0.000000 1.111438 -0.551630
n=4 Z row 4: 0.000000 0.000000 0.000000 1.116393
n=4 Loewdin row 1: 1.081316 -0.259741 0.092750 -0.031961
n=4 Loewdin row 2: -0.259741 1.174066 -0.291702 0.092750
n=4 Loewdin row 3: 0.092750 -0.291702 1.174066 -0.259741
n=4 Loewdin row 4: -0.031961 0.092750 -0.259741 1.081316
bulk elements: distance, Z, Loewdin, Loewdin/Z
 0 1.118034e+00 1.199854e+00 1.07318
 1 -5.590170e-01 -3.107387e-01 0.55587
 2 2.795085e-01 1.179464e-01 0.42198
 5 -3.493856e-02 -9.797219e-03 0.28041
10 1.091830e-03 2.205052e-04 0.20196
20 1.066240e-06 1.537525e-07 0.14420
Loewdin asymptote at distance 20 = 1.553226e-07
element threshold and target residual = 1.0e-06
elements above threshold: Z 3988, Loewdin 6694
Loewdin upper triangle above threshold = 3447
middle column above threshold: Z 21, Loewdin 35
threshold residual: Z 1.1573e-06, Loewdin 2.2672e-06
Z residual at w=10: 9.6461e-04, bound 9.7680e-04
Z width for target = 20, residual = 9.1504e-07
Loewdin width for target = 19, residual = 5.3368e-07
bulk elements per column at target: Z 21, Loewdin 39
AINV with dropping: elements 3810, residual 1.8301e-06
smallest pivot with dropping = 0.800000
updated entries, no dropping: n=200 19900, n=400 79800
updated entries, dropping: n=200 3790, n=400 7790
odd-first elements above threshold: Z 2199, Loewdin 6694
odd-first Z threshold residual = 7.5456e-07
pentadiagonal test: n = 60, a = 0.51524, b = 1.53367, q = 0.26613
largest AINV-Cholesky difference = 2.2e-16
all tests passed
```
